# Rate-squared weights for fitting linear-parabolic oxide growth

## Definitions and the setting

Let $x$ be oxide thickness in nm and $t$ oxidation time in h. The linear-parabolic model has the growth rate

$$\frac{dx}{dt}=\frac{B}{2x+A},$$

with $A$ in nm, $B$ in nm²/h and $2x+A>0$ over the data. Separating variables gives $(2x+A)\,dx=B\,dt$. Integration from thickness $x_0$ at $t=0$ gives $x^2+Ax-x_0^2-Ax_0=Bt$, or

$$x^2+Ax=B(t+\tau),\qquad B\tau=x_0^2+Ax_0 .$$

The growing root is $X(t)=-A/2+\sqrt{A^2/4+B(t+\tau)}$. For $2x\ll A$ growth is nearly linear, with rate $B/A$. For $2x\gg A$ it is nearly parabolic, $x^2\approx B(t+\tau)$.

Solved for time, the model is linear in three coefficients:

$$t=f(x)=c_0+c_1x+c_2x^2,\qquad B=\frac1{c_2},\quad A=\frac{c_1}{c_2},\quad \tau=-c_0 .$$

Write $\phi(x)=(1,x,x^2)^T$, so that $f=\phi\cdot c$. A prime on $f$ or $\phi$ means $d/dx$; thus $f'=c_1+2c_2x=(2x+A)/B$, the reciprocal of the growth rate.

The setting discussed here is the residual weight in a least-squares routine. The assumptions are exact times $t_i$ and measured thicknesses $x_i=X_i+\varepsilon_i$, where the errors are independent, with zero mean and the same standard deviation $\sigma$ at every thickness. There are $N$ points, with at least three distinct thicknesses.

## Which weight to choose

The regression treats time as the noisy quantity, although the noise is in thickness. Since $t_i=f(X_i)$ and $f$ is quadratic, the residual at the true coefficients is

$$t_i-f(x_i)=f(X_i)-f(X_i+\varepsilon_i)=-f'(X_i)\varepsilon_i-c_2\varepsilon_i^2 .$$

The ratio of the second term to the first has size $|\varepsilon_i|/(2X_i+A)$, which is small when the noise is small. The leading standard deviation of the time residual is therefore $\sigma f'(X_i)$. Weighting each squared residual by its inverse variance, with the common factor $\sigma^2$ dropped, gives

$$w_i=\frac1{f'(x_i)^2}=\left(\frac{B}{2x_i+A}\right)^2=\left(\frac{dx}{dt}\right)^2 .$$

If a routine multiplies residuals before squaring them, supply the growth rate. If it multiplies squared residuals, supply the squared rate.

In the linear regime the rate is nearly constant and equal weights suffice. In the parabolic regime $w\propto1/x^2$, so the weights matter when the thicknesses span a wide range. If the noise depends on thickness, the same argument gives $w=(dx/dt)^2/\sigma(x)^2$.

## The iteration and its convergence

The weights contain the unknown parameters, so the fit is repeated:

1. Solve the regression with equal weights and form $A=c_1/c_2$.
2. Compute $v_i=1/(2x_i+A)^2$. The factor $B^2$ in $w_i$ is common to all points and cancels.
3. Solve $\sum_i v_i\phi_i(t_i-\phi_i\cdot c)=0$, where $\phi_i=\phi(x_i)$, and form the new $A$.
4. Repeat steps 2 and 3 until the change in $A$ is far below its standard error.

Only $A$ passes from one round to the next, so this is a map $A\to A_{\rm new}$ of one variable. To find its slope, differentiate the equation in step 3 with respect to the old $A$. With $r_i=t_i-\phi_i\cdot c$ and $H=\sum_i v_i\phi_i\phi_i^T$,

$$\sum_i\frac{\partial v_i}{\partial A}\phi_i r_i-H\frac{dc}{dA}=0,\qquad \frac{\partial v_i}{\partial A}=-\frac{2}{(2x_i+A)^3}.$$

Also $d(c_1/c_2)=dc_1/c_2-c_1\,dc_2/c_2^2=B(dc_1-A\,dc_2)$. At the fixed point the slope is thus

$$\lambda=B\,(0,1,-A)\,H^{-1}\sum_i\frac{\partial v_i}{\partial A}\phi_i r_i .$$

The iteration converges locally if $|\lambda|<1$. The slope is proportional to the residuals, so good data give fast convergence, and for noise-free data every choice of weights returns the true coefficients. This is a local statement: a noisy first fit with $c_2$ near zero or negative can give a useless starting $A$. Reject any round in which $2x_i+A$ is not positive at all points.

## Relation to a direct thickness fit

The direct alternative minimizes $\sum_i[x_i-X(t_i;c)]^2$. Differentiating $t=c_0+c_1X+c_2X^2$ with respect to $c_k$ at fixed $t$ gives $0=X^k+f'(X)\,\partial X/\partial c_k$, hence $\partial X/\partial c_k=-X^k/f'(X)$. With $\hat X_i=X(t_i;c)$, the minimum satisfies

$$\sum_i\frac{\phi(\hat X_i)}{f'(\hat X_i)}(x_i-\hat X_i)=0 .$$

In the weighted regression, $t_i-f(x_i)=f(\hat X_i)-f(x_i)\approx-f'(\hat X_i)(x_i-\hat X_i)$. Multiplying by $\phi/f'^2$ gives the same sum with the opposite sign, apart from products of two small deviations. The two estimates therefore agree to first order in $\sigma$ and differ at order $\sigma^2$.

This was tested with one noise pattern, applied to the example below at 0.1 nm and at 0.01 nm. The gap between the two estimates, measured in standard errors at fixed $\sigma=1$ nm, fell by a factor of 99.92; a quadratic law predicts 100.

## Standard errors, and what equal weights cost

Let $\delta$ be the error of the fitted coefficients. To first order the weighted equations read

$$\sum_i\frac{\phi_i}{f_i'^2}\left(-f_i'\varepsilon_i-\phi_i\cdot\delta\right)=0 .$$

With $M=\sum_i\phi_i\phi_i^T/f_i'^2$ this gives $\delta=-M^{-1}\sum_i\phi_i\varepsilon_i/f_i'$. Independence of the errors then yields

$$\operatorname{cov}(c)=\sigma^2M^{-1}MM^{-1}=\sigma^2M^{-1}.$$

The physical parameters follow from

$$dA=B\,dc_1-AB\,dc_2,\qquad dB=-B^2dc_2,\qquad d\tau=-dc_0 .$$

For equal weights, put $S=\sum_i\phi_i\phi_i^T$. The same linearization gives $\delta=-S^{-1}\sum_i\phi_if_i'\varepsilon_i$ and

$$\operatorname{cov}_{\rm equal}(c)=\sigma^2S^{-1}\Big(\sum_i f_i'^2\phi_i\phi_i^T\Big)S^{-1}.$$

This cannot be smaller than the weighted covariance. To see why, divide each time equation by $f_i'$, which makes the noise uniform. Let $P$ be the matrix with rows $\phi_i^T/f_i'$, so that $M=P^TP$. A linear estimator $L$ that reproduces noise-free coefficients satisfies $LP=1$. The weighted one is $L_0=M^{-1}P^T$. Since $(L-L_0)L_0^T=(L-L_0)PM^{-1}=0$,

$$LL^T=L_0L_0^T+(L-L_0)(L-L_0)^T .$$

The added matrix has no negative eigenvalue, so equal weights cannot lower the variance of any parameter at this order.

If $\sigma$ is unknown, estimate it from the rate-scaled residuals:

$$s^2=\frac1{N-3}\sum_i\left(\frac{r_i}{f_i'}\right)^2 .$$

The divisor is $N-3$ because, to first order, the fit removes from the noise vector its projection on the three columns of $P$. The remaining projection has trace $N-3$.

## A bias that more data do not remove

Suppose each time is measured on $R$ independent samples and $R\to\infty$. Random scatter vanishes, but the noisy thickness still appears in both the regressors and the weights. Let $b$ be the remaining coefficient error, of order $\sigma^2$. Near the true thickness,

$$w\phi\to w\phi+(w\phi)'\varepsilon,\qquad r=-f'\varepsilon-c_2\varepsilon^2-\phi\cdot b .$$

The change of the weights caused by $b$ multiplies a residual whose mean is already of order $\sigma^2$, so it can be dropped. Averaging the estimating equation to order $\sigma^2$ gives

$$\sum_i\left[-\sigma^2f'(w\phi)'-\sigma^2c_2w\phi-w\phi\phi^Tb\right]_i=0 .$$

From $w=f'^{-2}$ and $f''=2c_2$ we have $w'=-4c_2/f'^3$, so $f'(w\phi)'=\phi'/f'-4c_2\phi/f'^2$. Adding $c_2w\phi=c_2\phi/f'^2$ leaves $-3c_2\phi/f'^2$, and

$$Mb=-\sigma^2\sum_i\left[\frac{\phi_i'}{f_i'}-\frac{3c_2\phi_i}{f_i'^2}\right].$$

Let $e_0=(1,0,0)^T$. Since $\phi^Te_0=1$, $\sum_i\phi_i/f_i'^2=Me_0$. Therefore

$$b=3c_2\sigma^2e_0-\sigma^2M^{-1}\sum_i\frac{\phi_i'}{f_i'} .$$

The direct thickness fit has no such persistent term under the stated assumptions: at the true parameters the mean of $x_i-X(t_i)$ is zero, so the truth solves its averaged equation.

## Worked example

The synthetic data use $A=160$ nm, $B=12000$ nm²/h, $\tau=0.2$ h and $\sigma=1$ nm, with Gaussian noise. There are twelve times from 0.5 to 16 h; the full table is in the numerical output.

At the first point $X=41.66$ nm, so

$$\sigma f'=1\times\frac{2(41.66)+160}{12000}=0.0203\ \text{h}.$$

At the last point $X=368.11$ nm and the same formula gives 0.0747 h. The rates are 49.32 and 13.39 nm/h, so the first squared residual receives $(49.32/13.39)^2=13.6$ times the weight of the last.

The equal-weight fit gives $A=163.015$ nm. Successive weighted rounds give 165.024, 165.008 and 165.008 nm. The contraction factor is $\lambda=-0.0080$: each round reverses the sign of the remaining error and shrinks it more than a hundredfold. One weighted round would have sufficed here.

The converged result, with standard errors estimated from the data, is

- $A=165.0\pm5.8$ nm;
- $B=12130\pm140$ nm²/h, or about 0.0121 µm²/h;
- $\tau=0.208\pm0.020$ h.

All three lie within one estimated standard error of the truth. The direct thickness fit gives $A=164.98$ nm, a difference of 0.03 nm.

Two features of this data set need care. First, its noise estimate is $s=0.68$ nm, below the true 1 nm. With nine degrees of freedom and Gaussian noise, $s^2$ has a relative standard deviation of about $\sqrt{2/9}=0.47$, so $s^2=0.47$ nm² is an unremarkable draw. The quoted errors are correspondingly too small. At the true parameters and $\sigma=1$ nm the standard error of $A$ is 8.3 nm.

Second, the equal-weight values happen to be closer to the truth. One draw cannot rank two estimators. Over 20000 synthetic data sets, the scatter of $A$ is 8.27 nm with rate-squared weights and 10.28 nm with equal weights. The first-order formulas give 8.34 and 10.29 nm. The variance ratio is $(10.29/8.34)^2=1.52$, so for this set of times equal weights need about 52% more replicates for the same precision in $A$.

The errors of $A$ and $B$ have correlation 0.98. Report the covariance with the parameters, since treating the two errors as independent would misstate the uncertainty of a predicted thickness or of $B/A$.

For many replicates, the persistent bias in $A$ is $-0.363$ nm, both from the formula and from a fit to the full noise distribution. It equals the random error when $8.34/\sqrt R=0.363$, or $R\approx530$ samples at each time. For $R=1$ the picture differs: the mean error of $A$ over the 20000 sets is $-0.053$ nm, with a sampling error of $8.27/\sqrt{20000}=0.058$ nm. Second-order terms from the scatter of the fitted coefficients, which fade as $R$ grows, cancel most of the persistent part here. Subtracting $b$ from a single twelve-point fit would therefore make the mean of $A$ worse. For large replicated sets, finish with the direct thickness fit instead.

## Choosing the thickness range

Weights cannot supply curvature that the data lack. Take the linear limit, with $N$ thicknesses spread evenly over a width $W$ and $f'\approx A/B$. Let $y$ be thickness measured from the middle of the range. By symmetry $y^2$ is uncorrelated with $y$. Its mean is $W^2/12$ and the mean of $y^4$ is $W^4/80$, so its variance is

$$W^4\left(\frac1{80}-\frac1{144}\right)=\frac{W^4}{180}.$$

The standard error of $c_2$ is the time noise $\sigma A/B$ divided by $\sqrt N\,W^2/\sqrt{180}$. Since $c_2=1/B$,

$$\frac{\Delta c_2}{c_2}\approx\frac{\sqrt{180}\,\sigma A}{\sqrt N\,W^2}.$$

With $\sigma=1$ nm, $A=160$ nm and $N=12$, this reaches 100% at $W\approx25$ nm. Such data, taken on thin films, constrain the ratio $B/A$ better than $A$ and $B$ separately, but still loosely: its standard error is about 15% for thicknesses from 0 to 25 nm and 37% for 14 to 39 nm, because $A/B$ is the slope of $f$ extrapolated to $x=0$. Extend the thickness range before refining the weights.

## Use on real oxidation data

The parameters are round values in the rough regime of dry O₂ oxidation of silicon near 1273 K. The assumption that real thin oxides break most clearly is the growth law itself, since early dry growth is faster than the model. As a rough size, an extra rate $K e^{-x/L}$ was added, with $L=7$ nm and a 1 nm starting film; $K=339$ nm/h was set to keep the 16 h thickness unchanged. At the first data point the extra rate is 1.8% of the model rate. The noise-free fit shifts by $-0.58$ nm in $A$, $-12$ nm²/h in $B$ and $-0.003$ h in $\tau$, each at most about a tenth of its standard error at $\sigma=1$ nm. This small effect depends on starting the data near 42 nm, six decay lengths, and on the assumed $L$ and $\tau$. With $\tau=0.37$ h, the Deal–Grove value for dry oxidation at this temperature, the same construction needs $K=1555$ nm/h and shifts $A$ by $-0.97$ nm, against a standard error of 9.1 nm. At $\tau=0.2$ h, used from here on, $L=10$ nm with $K$ reset in the same way shifts $A$ by $-2.5$ nm. With $L=7$ nm, adding a single point at 20 nm makes it $-7.8$ nm, about 1.25 times the 6.3 nm standard error of the enlarged set. At 20 nm the same term would be $339e^{-20/7}\approx19$ nm/h against a model rate of 60 nm/h. In this calculation $\tau$ stands for the fast early growth: the effective starting thickness is about 14 nm, although the film starts at 1 nm.

Other errors call for different responses:

- **Timing.** Independent timing errors of 0.5 min correspond to 0.41 nm at the first point and 0.11 nm at the last. If their standard deviation $\sigma_t$ matters, use $w=1/(\sigma^2f'^2+\sigma_t^2)$. Here $B$ does not cancel from the weights, so carry both $A$ and $B$ from one round to the next. A common delay of the recorded clock changes $\tau$ alone.
- **Temperature.** For an Arrhenius coefficient with activation energy $E$, the relative change per kelvin is $E/(k_BT^2)$. Rough energies of 1.2 eV for $B$ and 2.0 eV for $B/A$ give 0.86% and 1.43% per kelvin, hence $-0.57$% for $A$. An error shared by the whole run is invisible in the residuals.
- **Thickness scale.** If every thickness is multiplied by $g$, the growth law becomes $x^2+gAx=g^2B(t+\tau)$. A 1% scale error changes $A$ by 1% and $B$ by 2.01%, and leaves $\tau$ unchanged. No choice of weights reveals it.

Use rate-squared weights when independent, uniform thickness noise dominates. Before trusting the standard errors, plot the residuals multiplied by the growth rate and divided by $\sqrt{1-h_i}$. Here $h_i=\phi_i^TM^{-1}\phi_i/f_i'^2$ is the fraction of the noise variance at point $i$ that the fit removes, by the projection described above. The spread of these scaled residuals should not depend on thickness, and a trend at the thin end is a reason to examine the growth law there. The absence of a trend does not confirm the law, because the fitted parameters can absorb much of its error. In the $L=7$ nm calculation with the added 20 nm point, $A$ shifts by more than one standard error, yet the largest noise-free residual multiplied by the growth rate is 0.83 nm, at the 20 nm point. There $h_i=0.60$, so on the scaled plot it appears as 1.3 nm against a spread of 1 nm, which is easily lost in the noise.

## Computed values

```
true parameters: A 160.00 nm, B 12000.0 nm^2/h, tau 0.2000 h
thickness noise sigma: 1.00 nm; data points: 12
effective starting thickness: 13.81 nm
t (h) | true x (nm) | measured x (nm) | true rate (nm/h)
 0.50 |   41.66 |   41.66 |  49.32
 0.75 |   53.42 |   53.72 |  44.97
 1.00 |   64.22 |   63.95 |  41.60
 1.50 |   83.71 |   82.82 |  36.65
 2.00 |  101.11 |  100.65 |  33.13
 3.00 |  131.66 |  130.67 |  28.35
 4.00 |  158.33 |  158.39 |  25.18
 6.00 |  204.25 |  205.59 |  21.11
 8.00 |  243.73 |  243.24 |  18.53
10.00 |  278.89 |  278.27 |  16.72
13.00 |  325.96 |  326.45 |  14.78
16.00 |  368.11 |  368.46 |  13.39
weight ratio, first to last point: 13.57
time residual spread, first point: 0.0202 h (Monte Carlo), 0.0203 h (formula)
time residual spread, last point: 0.0749 h (Monte Carlo), 0.0747 h (formula)
equal-weight fit: A 163.02 nm, B 12086.7 nm^2/h, tau 0.2011 h
A after rounds 0 to 4 (nm): 163.01547, 165.02396, 165.00773, 165.00787, 165.00786
contraction factor: -0.00804 (formula), -0.00804 (finite difference)
converged weighted fit: A 165.01 nm, B 12131.6 nm^2/h, tau 0.2082 h
fitted B converted: 0.012132 um^2/h
its estimated standard errors: A 5.83 nm, B 138.9 nm^2/h, tau 0.0201 h
noise estimated from this fit: 0.683 nm
direct thickness fit: A 164.98 nm, B 12130.5 nm^2/h, tau 0.2082 h
gap to direct fit, noise 0.1 nm over 0.01 nm: ratio 99.92
Monte Carlo runs: 20000
weighted standard errors, formula: A 8.34 nm, B 198.5 nm^2/h, tau 0.0292 h
weighted standard errors, Monte Carlo: A 8.27 nm, B 197.1 nm^2/h, tau 0.0289 h
equal-weight standard errors, formula: A 10.29 nm, B 239.8 nm^2/h, tau 0.0369 h
equal-weight standard errors, Monte Carlo: A 10.28 nm, B 239.5 nm^2/h, tau 0.0367 h
correlation of A and B: 0.9834 (formula), 0.9832 (MC)
mean squared-noise estimate: 0.9998 nm^2
Monte Carlo mean minus truth: A -0.053 nm, B -0.08 nm^2/h, tau -0.00095 h
persistent bias, formula: A -0.363 nm, B -7.20 nm^2/h, tau -0.00168 h
persistent bias, full distribution: A -0.363 nm, B -7.20 nm^2/h, tau -0.00168 h
replicates making bias in A equal its error: 529
thin-oxide term: K 339.2 nm/h, L 7.0 nm, starting film 1.0 nm
extra rate at first point: 1.83 % of model rate
fit shifts from thin-oxide term: A -0.58 nm, B -11.9 nm^2/h, tau -0.0030 h
timing jitter 0.5 min as thickness: 0.411 nm first, 0.112 nm last
temperature 1273 K; energies: B 1.2 eV, B/A 2.0 eV
change per 1 K: B 0.86 %, B/A 1.43 %, A -0.57 %
1 % thickness scale error: A 1.00 %, B 2.01 %
```
